# Truncated Hartree energy: its slope and an insufficient cutoff for a Gaussian

## Question

I compute the Hartree energy of an isolated charge with a Coulomb interaction cut off at a distance $R$: pairs of charge elements closer than $R$ interact through $1/s$, and the others not at all. I was told to show that the derivative of this energy with respect to $R$ is the charge-pair separation distribution at $R$ divided by $2R$. I don't see where the 2 comes from.

I also want to use the result. My test charge is a Gaussian with $Q=1$ and standard deviation $\sigma=1$ bohr along each axis. With $R=3$ bohr, only about 3% of the charge lies outside a sphere of radius $R$, so I expected an energy error of a few per cent at most. Can the derivative tell me whether this cutoff is sufficient, and how large the error is?

## Answer

**Where the $2R$ comes from**

I use Hartree atomic units and hold the density $n(\mathbf r)$ fixed while $R$ changes. The truncated energy is

$$
E(R)=\frac12\iint n(\mathbf r)\,n(\mathbf r')\,
\frac{\theta(R-|\mathbf r-\mathbf r'|)}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' ,
$$

where the step function $\theta$ is 1 for a positive argument and 0 for a negative one. Define the separation distribution by

$$
P(s)=\iint n(\mathbf r)\,n(\mathbf r')\,
\delta(s-|\mathbf r-\mathbf r'|)\,d^3r\,d^3r' .
$$

The double integral visits each pair twice, as $(\mathbf r,\mathbf r')$ and as $(\mathbf r',\mathbf r)$. These are ordered pairs, and $\int_0^\infty P(s)\,ds=Q^2$.

Now insert $1=\int_0^\infty \delta(s-|\mathbf r-\mathbf r'|)\,ds$ into the energy. The delta function lets us replace $|\mathbf r-\mathbf r'|$ by $s$ in the interaction, which then leaves the space integrals:

$$
E(R)=\frac12\int_0^\infty \frac{\theta(R-s)}{s}\,P(s)\,ds
=\frac12\int_0^R\frac{P(s)}{s}\,ds .
$$

$R$ is now just the upper limit of an integral. Wherever $P$ is continuous,

$$
\boxed{\frac{dE}{dR}=\frac{P(R)}{2R}}
$$

The $1/R$ is the interaction energy of the pairs being admitted, and the $1/2$ is the usual double-counting factor. If you count each pair once, your distribution is $P/2$ and no 2 appears. For point charges, the interaction of each charge with itself is infinite and must be left out. $P$ is then a set of spikes and $E(R)$ is a staircase, so the derivative formula does not apply at the steps.

**What the slope says about convergence**

Integrating the slope from $R$ outwards gives the missing energy:

$$
E(\infty)-E(R)=\frac12\int_R^\infty\frac{P(s)}{s}\,ds .
$$

If $n\ge0$ everywhere, then $P\ge0$ and $E(R)$ cannot decrease. For a bounded volume density $P$ is continuous, so a positive slope at $R$ proves that pairs are still being cut: $P$ must stay positive slightly beyond $R$. (A surface charge can break this: for a thin spherical shell $P$ drops abruptly to zero at the diameter.) The converse needs more: the energy is converged when $P(s)$ vanishes for all $s>R$, not merely at $s=R$.

For a charge of finite extent, this means that $R$ must reach its diameter. Take a uniform sphere of radius 2 bohr. A cutoff of 2 bohr equals the radius of the whole charge, yet 34.4% of the energy is missing. Beyond 4 bohr the slope is zero, since no two points of the sphere are farther apart than that.

**The Gaussian**

Your density is

$$
n(\mathbf r)=\frac{Q}{(2\pi\sigma^2)^{3/2}}\,e^{-r^2/2\sigma^2}.
$$

$P(s)/Q^2$ is the probability density of the distance between two points drawn independently from $n/Q$. The difference of two independent Gaussian variables is Gaussian, and their variances add, so the separation vector has variance $2\sigma^2$ per axis. Multiplying its density by the shell area $4\pi s^2$ gives

$$
P(s)=Q^2\,\frac{4\pi s^2}{(4\pi\sigma^2)^{3/2}}\,e^{-s^2/4\sigma^2}
=\frac{Q^2s^2}{2\sqrt\pi\,\sigma^3}\,e^{-s^2/4\sigma^2},
$$

because $(4\pi\sigma^2)^{3/2}=8\pi^{3/2}\sigma^3$. Dividing by $2R$ at $s=R$,

$$
\frac{dE}{dR}=\frac{Q^2R}{4\sqrt\pi\,\sigma^3}\,e^{-R^2/4\sigma^2}.
$$

To integrate this from $R$ to infinity, use
$\int_R^\infty s\,e^{-s^2/4\sigma^2}ds=2\sigma^2e^{-R^2/4\sigma^2}$:

$$
E(\infty)-E(R)=E_\infty\,e^{-R^2/4\sigma^2},\qquad
E_\infty=\frac{Q^2}{2\sqrt\pi\,\sigma}.
$$

The value of $E_\infty$ follows from setting $R=0$, where $E(0)=0$. In terms of $E_\infty$, the slope is $E_\infty\,(R/2\sigma^2)\,e^{-R^2/4\sigma^2}$. Eliminating the exponential between the two expressions leaves

$$
\boxed{E_\infty-E(R)=\frac{2\sigma^2}{R}\,\frac{dE}{dR}}
$$

For this density, one slope therefore gives the whole remaining error.

**Your cutoff of 3 bohr**

The distribution there is $P(3)=0.26759$ in units of $e^2$/bohr, so

$$
\frac{dE}{dR}=\frac{0.26759}{2\times3}=0.04460\ \text{hartree/bohr}.
$$

A finite difference of $E(R)$, computed by direct quadrature of its definition, also gives 0.0446. The missing energy is

$$
\frac{2\times1^2}{3}\times0.04460=0.02973\ \text{hartree}=809\ \text{meV}.
$$

Relative to $E_\infty=0.28209$ hartree (7676 meV), that is 10.5%. The cutoff is clearly insufficient. For other cutoffs:

| $R$ (bohr) | slope (hartree/bohr) | missing (hartree) |
|---|---|---|
| 2 | $1.04\times10^{-1}$ | $1.04\times10^{-1}$ |
| 4 | $1.03\times10^{-2}$ | $5.17\times10^{-3}$ |
| 6 | $1.04\times10^{-4}$ | $3.48\times10^{-5}$ |
| 8 | $1.27\times10^{-7}$ | $3.17\times10^{-8}$ |

Your 3% estimate asked a different question. The charge outside a radius of 3 bohr is 2.9%, but 21.2% of the pairs are more than 3 bohr apart: two points on opposite sides of the centre can both lie well inside the sphere. The energy loss is a smaller fraction than 21.2% because distant pairs carry the smaller weight $1/s$. Replacing $1/s$ by the larger $1/R$ in the missing-energy integral gives an upper bound, $0.2123/(2\times3)=0.0354$ hartree, consistent with the actual 0.0297.

For a chosen error $t<E_\infty$, solve $E_\infty e^{-R^2/4\sigma^2}=t$:

$$
R=2\sigma\sqrt{\ln(E_\infty/t)} .
$$

With $t=10^{-6}$ hartree this is $2\sqrt{\ln(282095)}=7.085$ bohr.

If you know that the charge is Gaussian but not its width, two slopes suffice. Writing $E'=dE/dR$, the ratio $E'/R$ is proportional to $e^{-R^2/4\sigma^2}$, hence

$$
\sigma^2=\frac{R_2^2-R_1^2}{4\ln\!\left[\dfrac{E'(R_1)/R_1}{E'(R_2)/R_2}\right]} .
$$

The slopes at 3 and 4 bohr give $\ln(0.014866/0.002583)=1.750$, and $\sigma^2=7/(4\times1.750)=1.00$ bohr², as they should.

**Getting the slope in a plane-wave calculation**

The Fourier transform of the truncated interaction is

$$
v_R(G)=4\pi\int_0^R s^2\,\frac1s\,\frac{\sin Gs}{Gs}\,ds
=\frac{4\pi}{G}\int_0^R\sin Gs\,ds
=\frac{4\pi(1-\cos GR)}{G^2},
$$

where $\sin(Gs)/(Gs)$ is the angular average of the plane wave. With $n_{\mathbf G}=\int_{\rm cell}n\,e^{-i\mathbf G\cdot\mathbf r}d^3r$ and cell volume $\Omega$,

$$
E_{\rm cell}=\frac1{2\Omega}\sum_{\mathbf G}|n_{\mathbf G}|^2v_R(G),\qquad
\frac{dE_{\rm cell}}{dR}=\frac1{2\Omega}\sum_{\mathbf G}|n_{\mathbf G}|^2\,\frac{4\pi\sin GR}{G}.
$$

At $G=0$ the limits are $v_R=2\pi R^2$ and $dv_R/dR=4\pi R$. Keep these terms: the truncated interaction is finite there. The slope costs one extra sum over coefficients you already have.

**Periodic images change the reading**

This sum also counts pairs made of the home charge and its periodic images. For an image displaced by $D$, the separation vector is a Gaussian centred at distance $D$ from the origin. Averaging it over directions gives

$$
P_D(s)=\frac{Q^2s}{2\sqrt\pi\,\sigma D}
\left[e^{-(s-D)^2/4\sigma^2}-e^{-(s+D)^2/4\sigma^2}\right].
$$

The cell slope is the home term plus the sum of $P_D(R)/(2R)$ over all images. Every term is positive for $R>0$, and the image terms become large as $R$ approaches $L$. The slope therefore does not decay to zero as $R$ grows, as it does for the isolated Gaussian.

In a cubic cell of edge $L=12$ bohr with $R=L/2=6$ bohr, the first exponential for each of the six nearest images equals the home exponential. Neglecting the tiny second exponential and farther images, the ratio of image slope to home slope is $6\sigma^2/(LR)=6/72=0.083$. The total is thus $1.083\times1.044\times10^{-4}=1.13\times10^{-4}$ hartree/bohr, which is what the reciprocal-space sum gives. The energy is low by $3.48\times10^{-5}$ hartree from the missing tail and high by $0.28\times10^{-5}$ from the images, a net error of $-3.2\times10^{-5}$ hartree. The isolated-charge diagnostic would read $(2/6)\times1.13\times10^{-4}=3.8\times10^{-5}$ hartree missing, still the right size.

Raising $R$ at fixed $L$ soon stops helping. For cutoffs between 4 and 9 bohr, the range searched for the "smallest slope" in the output, the slope in this cell falls no lower than $5.96\times10^{-5}$ hartree/bohr, at $R=6.44$ bohr. At $R=6.41$ bohr the net energy error is zero, but only because a missing tail and an image energy of $9.7\times10^{-6}$ hartree each cancel. The slope there is $5.98\times10^{-5}$ hartree/bohr, so the energy is passing through the right value without settling on it.

The cure is to enlarge the cell and the cutoff together. For this charge, $L=2R$ makes the nearest-image exponential no larger than the home one. With $R=7.085$ and $L=14.170$ bohr, the missing tail is $1.00\times10^{-6}$ hartree, as $R$ was chosen to give, and the images add only $0.06\times10^{-6}$, for a net error of $-9.4\times10^{-7}$ hartree. The small margin below $10^{-6}$ comes from that partial cancellation, so take a slightly larger $R$ if the tolerance must be met with room to spare.

**When a small slope misleads**

*Very small cutoff.* For a smooth density and $s$ much smaller than its length scale, $n(\mathbf r')\approx n(\mathbf r)$ and $P(s)\approx4\pi s^2\int n^2d^3r$. The slope is then $2\pi R\int n^2d^3r$, which vanishes as $R\to0$ although nearly all the energy is missing. For the Gaussian, the slope rises to its maximum at $R=\sqrt2\,\sigma$ and falls afterwards. A small slope is reassuring only on the falling side, and the boxed Gaussian formula handles both sides through its factor $1/R$.

*Separated lumps.* Split the charge into two Gaussians of charge $1/2$, each with $\sigma=1$ bohr, 16 bohr apart. At $R=8$ bohr the slope is only $6.4\times10^{-8}$ hartree/bohr, because few pairs have that separation. Yet the mutual energy $(1/2)^2/16=0.015625$ hartree, or 425 meV, is missing. The slope rises again to 0.0044 hartree/bohr at $R=16$ bohr. Scan the slope out to the full diameter of the system before trusting a plateau.

This charge also allows a direct test of the general theorem by sampling. Two million random pairs, counted in a separation window 0.2 bohr wide, gave $P/(2R)=0.05184$ hartree/bohr at $R=2$ bohr. The finite-difference slope of the energy was 0.05189. At that cutoff only pairs within one spherical lump contribute. At $R=16$ bohr, where the pairs join the two lumps and spherical symmetry is absent, both numbers are 0.00441 hartree/bohr.

*Charge of both signs.* Products $n(\mathbf r)n(\mathbf r')$ can then be negative, and $P(R)$ can vanish by cancellation. For concentric Gaussians of charge $+1$ ($\sigma=1$ bohr) and $-1$ ($\sigma=2$ bohr), the slope is zero at $R=2.67$ bohr. The energy there is too high by 0.0371 hartree, against a full value of 0.0663 hartree. The theorem still holds, but a zero slope at one cutoff does not prove convergence, and here it occurs even though pairs with that separation exist.

The numerical output below lists the main computed values; the remaining numbers follow from them by the formulas above.

## Computed values

```
Gaussian charge Q = 1.0 e, sigma = 1.0 bohr
untruncated energy E_inf = 0.282095 hartree = 7676.2 meV
slope peaks at R = 1.4142 bohr, value 0.12099 hartree/bohr
isolated Gaussian: R (bohr), E (hartree), dE/dR (hartree/bohr), missing (hartree), (meV)
  2.0  0.178318  1.0378e-01  1.0378e-01  2824
  3.0  0.252362  4.4599e-02  2.9733e-02  809.1
  4.0  0.276928  1.0333e-02  5.1667e-03  140.6
  6.0  0.282060  1.0444e-04  3.4813e-05  0.9473
  8.0  0.282095  1.2698e-07  3.1746e-08  0.0008638
P at R = 3.0 bohr: 0.267593 e^2/bohr
finite-difference slope there, from definition: 0.044601 hartree/bohr
missing share of energy at R = 3.0 bohr: 10.54 %
charge outside radius 3.0 bohr: 2.93 %
pairs farther apart than 3.0 bohr: 21.23 %
tolerance 1e-06 hartree needs R = 7.085 bohr
  cell L = 2R = 14.170 bohr, net error -9.424e-07 hartree
cell L = 12.0 bohr: smallest slope 5.957e-05 hartree/bohr at R = 6.442 bohr
  at R = L/2 = 6.0 bohr: net error -3.205e-05 hartree, slope 1.131e-04 hartree/bohr
  image energy at R = L/2: 2.761e-06 hartree
  accidental zero error at R = 6.412 bohr
  there: missing tail 9.705e-06, image energy 9.705e-06 hartree
  slope there: 5.980e-05 hartree/bohr
uniform sphere, radius 2.0 bohr: energy missing at R = radius: 34.38 %
  slope just beyond the diameter: 0.0e+00 hartree/bohr
two half-charges 16.0 bohr apart, sampled P/(2R) and slope (hartree/bohr):
  R = 2.0 bohr: 0.05184, 0.05189
  R = 16.0 bohr: 0.00441, 0.00441
  at R = 8.0 bohr: slope 6.40e-08 hartree/bohr, missing 0.015625 hartree = 425.2 meV
neutral Gaussians (+1 e, 1.0 bohr; -1 e, 2.0 bohr): zero slope at R = 2.672 bohr
  untruncated energy 0.066317 hartree, error at zero slope +0.037122 hartree
```
